Schlapp's triplet Sigma levels and the microwave lines of oxygen

**Problem**

A diatomic molecule in a ³Σ state has spin S = 1 and no electronic orbital angular momentum along its axis. J is the total angular momentum without nuclear spin, and N = J − S is the rotational part. Angular momenta are in units of ħ and energies are divided by h, so that they are frequencies. The rigid molecule has the effective Hamiltonian

H = B N² + (2/3)λ(3S_z² − S²) + γ N·S,

where z is the internuclear axis, B is the rotational constant, λ the spin-spin constant and γ the spin-rotation constant. Assume B − γ/2 > 0.

(a) Find all levels for given J.

(b) Label them by N and write each triplet relative to its J = N member. Treat J = 0 with care.

(c) For ¹⁶O₂ in its ground vibrational level take B = 43.100, λ = 59.501 and γ = −0.253 GHz. Show that the levels give an isolated line at 118.75 GHz and a band near 60 GHz.

(d) Explain what fixes the centre and the width of the band.

To two figures (43, 60 and −0.25 GHz) these are the empirical constants of oxygen, themselves obtained from spectra. The further digits are fixed inputs of the model, and frequencies quoted to more figures are results of the model for these inputs. Part (c) shows what pattern of lines three constants produce; it is neither a prediction from first principles nor a comparison with measured line positions.

**Hints**

1. Eliminate N in favour of J and S. Only one operator, J·S, then connects states of different Ω, the projection of J on the axis.

2. Combine Ω = +1 and Ω = −1 into a sum and a difference. One of them decouples.

3. To label the remaining two levels, ask what N² looks like in the same two-state basis.

4. Since |Ω| cannot exceed J, count the states that exist at J = 0 before using a formula with a square root.

5. The spin operator S commutes with N². This tells which magnetic-dipole lines have large matrix elements.

**Solution**

**(a) The levels for given J**

The products J_iS_i commute component by component, so squaring N = J − S gives

N² = J² + S² − 2J·S,  N·S = J·S − S².

Put x = J(J+1), S² = 2 and b = B − γ/2. Then

H = B(x+2) − 2γ − 4λ/3 + 2λS_z² − 2b J·S,

because the coefficient of J·S is −2B + γ = −2b.

Use components along the molecular axes. The rotational part has no component along the axis of a linear molecule, so N_z = 0 and Ω = Σ, the projection of S. The basis states are Ω = 1, 0, −1. In molecular axes

J·S = J_zS_z + ½(J₊S₋ + J₋S₊).

The molecular components of J obey commutators of reversed sign, [J_x, J_y] = −iJ_z. The reason is that they are scalars under rotation of the whole molecule, while the axis vectors on which J is projected turn with it. Hence J₋ raises Ω. The components of S on these axes keep the normal sign, because S, unlike J, commutes with the axis vectors, which then act as fixed directions; so S₊ raises Σ. Each term of J·S thus changes Ω and Σ together and preserves Ω = Σ.

From Ω = 0, the factor from J is √x and the factor from S is √2. With suitable phases,

⟨±1|J·S|0⟩ = ½·√x·√2 = √(x/2).

The diagonal elements of J·S are Ω². Define

|s⟩ = (|1⟩ + |−1⟩)/√2,  |a⟩ = (|1⟩ − |−1⟩)/√2.

The two couplings to |0⟩ cancel for |a⟩ and add to √x for |s⟩. So |a⟩ is an eigenstate with J·S = 1 and S_z² = 1:

E_a = B(x+2) − 2γ − 4λ/3 + 2λ − 2b = Bx + 2λ/3 − γ.

Here N² = x + 2 − 2 = x, so this state has N = J.

The other two states have

E₀ = B(x+2) − 4λ/3 − 2γ,
E_s = Bx + 2λ/3 − γ,
⟨s|H|0⟩ = −2b√x.

Their mean is B(x+1) − λ/3 − 3γ/2, and half their difference is

(E₀ − E_s)/2 = B − λ − γ/2 = b − λ.

For J ≥ 1 the eigenvalues are therefore

E± = B(x+1) − λ/3 − 3γ/2 ± R,

R² = (b−λ)² + 4b²x = (2J+1)²b² + λ² − 2λb,

where 1 + 4x = (2J+1)² was used.

**(b) Labels and Schlapp's form**

Let k = 2J+1. In the basis |0⟩, |s⟩ the part of H that remains after subtracting the mean is bA + λC, with

A = [[1, −2√x], [−2√x, −1]],  C = [[−1, 0], [0, 1]].

From N² = x + 2 − 2J·S, the same basis gives N² = (x+1) + A. Since A² = 1 + 4x = k², the eigenvalues of N² are

x + 1 + k = (J+1)(J+2),  x + 1 − k = (J−1)J.

Thus A = +k belongs to N = J+1 and A = −k to N = J−1. The projector on N = J+1 is P = ½(1 + A/k), and as C has no trace,

Tr(PC) = Tr(AC)/(2k) = −1/k.

In the basis of definite N, half the diagonal difference between N = J+1 and N = J−1 is then

D = kb − λ/k.

The coupling has magnitude |λ|√(1 − 1/k²) = 2|λ|√x/k, because C² = 1. Rotation alone would keep N sharp; the spin-spin term mixes N = J−1 with N = J+1. Projecting the upper eigenstate on N = J+1 gives the weight

w(J+1) = ½(1 + D/R).

For J ≥ 1, R never vanishes, so the two levels do not cross as λ is turned on from zero. The upper one keeps the label N = J+1. This N is also its larger component as long as D > 0, that is λ < k²b. Beyond that limit the label records continuity and no longer the dominant character.

Now fix N. The J = N level, for N ≥ 1, is

F2 = B N(N+1) + 2λ/3 − γ.

For J = N+1 take the lower root, with k = 2N+3 and x + 1 = N(N+1) + (2N+3):

F1 − F2 = (2N+3)B − λ − γ/2 − R.

Substituting B = b + γ/2 produces γ(2N+3)/2 − γ/2 = γ(N+1), so

F1 = F2 + (2N+3)b − λ − √[(2N+3)²b² + λ² − 2λb] + γ(N+1).

For J = N−1 take the upper root, with k = 2N−1 and x + 1 = N(N+1) − (2N−1). The γ terms are now −γ(2N−1)/2 − γ/2 = −γN, and for N ≥ 2

F3 = F2 − (2N−1)b − λ + √[(2N−1)²b² + λ² − 2λb] − γN.

These are Schlapp's levels, with b where his form has B outside the γ terms. The replacement makes them exact for this H. For N = 0 only F1 exists, and F2 is then merely the reference expression.

At J = 0 the state |s⟩ does not exist, because |Ω| = 1 exceeds J. The single level is E₀ with x = 0:

F3(N=1) = 2B − 4λ/3 − 2γ.

Comparison with the formula for F3 shows that the root must be replaced by the signed number b − λ. The positive root |b − λ| is right for λ < b, but for λ > b it selects the energy of the missing state |s⟩. Oxygen has λ > b.

**(c) The oxygen lines**

The ¹⁶O nuclei are bosons without spin, so the wave function must be symmetric under their exchange. In the ³Σg⁻ ground state the exchange gives the factor −(−1)^N: the minus sign comes from Σ⁻, and g adds none. Only odd N occurs.

The molecule has an inversion centre and no electric dipole moment. Its lines here are magnetic-dipole lines, with the moment taken as proportional to S. As S commutes with N², the largest matrix elements stay within one triplet, and as S is a vector, J changes by at most one. Lines between triplets arise only from the mixing and have smaller matrix elements. They lie far above the band, from 368 GHz upward, and need not be weak absorbers (Variation 2). Within one triplet the frequencies are

ν₊(N) = F2 − F1,  between J = N and J = N+1,
ν₋(N) = F2 − F3,  between J = N and J = N−1.

*The isolated line.* For N = 1 and J = 0,

ν₋(1) = (2B + 2λ/3 − γ) − (2B − 4λ/3 − 2γ) = 2λ + γ,

ν₋(1) = 2(59.501) − 0.253 = 118.749 GHz,

which is 118.75 GHz, or 3.961 cm⁻¹. The rotational energy cancels because both levels are pure N = 1, with N² = 2 exactly. The label alone is not enough: ν₊(1) depends on B, because its J = 2 level is mixed with N = 3. What remains is the spin-spin difference between |Ω| = 1 and Ω = 0, plus γ. The positive root would have given 2B = 86.2 GHz.

*The first band lines.* The levels N = 1 and N = 3 with J = 2 share one root. With b = 43.2265 GHz, 5b = 216.133 GHz and R = 212.390 GHz:

ν₊(1) = −5b + λ + R − 2γ
= −216.133 + 59.501 + 212.390 + 0.506 = 56.26 GHz,

ν₋(3) = 5b + λ − R + 3γ
= 216.133 + 59.501 − 212.390 − 0.759 = 62.48 GHz.

Using B for b would shift ν₊(1) by 0.024 GHz, about 0.04 % of its frequency.

The other lines follow in the same way (GHz):

N = 1: ν₊ = 56.3
N = 3: ν₊ = 58.4, ν₋ = 62.5
N = 5: ν₊ = 59.6, ν₋ = 60.3
N = 7: ν₊ = 60.4, ν₋ = 59.2
N = 9: ν₊ = 61.1, ν₋ = 58.3
N = 13: ν₊ = 62.4, ν₋ = 57.0
N = 17: ν₊ = 63.6, ν₋ = 55.8
N = 21: ν₊ = 64.7, ν₋ = 54.6
N = 25: ν₊ = 65.7, ν₋ = 53.6

One decimal is kept because H omits centrifugal distortion, whose effect grows with N, and because a rounding error in γ is multiplied by about N. Distortion terms of the size found in oxygen raise the lines at N = 21 to 25 by about 0.02 to 0.05 GHz, so there even this decimal can change by one unit. Up to N = 25 the band holds 25 lines between 53.6 and 65.7 GHz. At 300 K the rotational population, estimated as (2N+1)exp[−hBN(N+1)/(k_BT)], is largest at N = 9 among odd N, though N = 7 is only 0.2 % lower and becomes the largest at 296 K. At N = 25 it is about 6 % of that maximum, so the range N ≤ 25 covers the well-populated levels. The table is a sample of that range and leaves out N = 11, 15, 19 and 23.

The numerical check diagonalizes H in a laboratory-frame basis, without using molecular-axis commutators, and agrees with the level formulas for oxygen and for three other parameter sets.

**(d) Centre and width of the band**

The lines ν₊(N) and ν₋(N+2) both involve the pair with J = N+1, so their roots are equal and enter with opposite signs. The terms in b cancel too:

ν₊(N) + ν₋(N+2) = 2λ − γ(N+1) + γ(N+2) = 2λ + γ.

Each such pair of band lines is centred on λ + γ/2 = 59.37 GHz, half the frequency of the isolated line. The first pair confirms it: 56.26 + 62.48 = 118.74, equal to 118.75 within the rounding of the two terms. This is the centre of the line positions, not of the absorption. The two lines of a pair differ in strength and population, and absorption favours the higher frequency. Weighting each line by ν, its squared matrix element summed over M and its population difference puts the centre at 60.0 GHz at 300 K.

For the individual lines let c = λ² − 2λb. When |c| is much smaller than k²b²,

√(k²b² + c) ≈ kb + c/(2kb),

and therefore

ν₊ ≈ λ + c/[2b(2N+3)] − γ(N+1),
ν₋ ≈ λ − c/[2b(2N−1)] + γN,

the second for N ≥ 3. The leading λ has a simple meaning. At large N the axis turns in the plane perpendicular to N, so the average of S_z² is (2 − m²)/2, where m is the projection of S on N. It is 1 for m = 0, which is J = N, and ½ for m = ±1. The term 2λS_z² then puts J = N above both neighbours by λ.

For oxygen c/(2b) = −18.55 GHz. At N = 25,

ν₊ ≈ 59.50 − 18.55/53 + 26(0.253) = 65.7 GHz,
ν₋ ≈ 59.50 + 18.55/49 − 25(0.253) = 53.6 GHz.

The term c/(2bk) = −λ/k + λ²/(2bk) falls as 1/N. Its first part is the first-order spin-spin shift already present in D = kb − λ/k. Its second part is the repulsion R − D ≈ λ²/(2bk) caused by the mixing of N = J−1 with N = J+1, which alone would put ν₊ above ν₋. For oxygen λ < 2b, so the first part wins, c is negative, and this term puts ν₋ above ν₊ at low N. The spin-rotation term grows with N and, since γ < 0, has the opposite effect. This is why the order of the two lines changes between N = 5 and N = 7.

**Variation 1: no spin-rotation coupling**

*How does the band change if γ = 0 while B and λ are kept?*

Now b = B and c/(2b) = (λ² − 2λB)/(2B) = −18.43 GHz. At N = 25,

ν₊ ≈ 59.50 − 18.43/53 = 59.15 GHz,
ν₋ ≈ 59.50 + 18.43/49 = 59.88 GHz.

Diagonalization gives the same values to these digits. Both lines approach λ as N grows, from opposite sides. The spread ν₊ − ν₋ = 12.2 GHz between the two N = 25 lines in oxygen thus comes from the small constant γ multiplied by a large N: the γ terms give −γ(2N+1) = 12.9 GHz, and the term in c takes back 0.7 GHz.

The band does not collapse, because the low-N lines now form its edges. For J = 2, 5B = 215.500 GHz and R = 211.782 GHz, so ν₊(1) = −215.500 + 59.501 + 211.782 = 55.78 GHz and ν₋(3) = 215.500 + 59.501 − 211.782 = 63.22 GHz. The band is still 7.4 GHz wide from edge to edge, with the high-N lines crowded near its centre, and ν₋ stays above ν₊ throughout. The spread at low N is set by c/(2bk), and the spread at high N by γN. Since γN has no bound, the thermal population fixes where the band ends. With the absorption weighting of part (d), the rms width for oxygen is 1.7 GHz at 100 K, 2.6 GHz at 300 K and 3.9 GHz at 600 K. For γ = 0 it is 1.4 GHz at 300 K.

**Variation 2: a line that changes N**

*Find the frequency of the line from N = 1, J = 1 to N = 3, J = 2, and compare its squared matrix element with that of the N = 1 line ν₊.*

The two J = 2 levels are 2R apart, and the lower lies ν₊(1) below the J = 1 level. Hence

ν = 2R − ν₊(1) = 424.78 − 56.26 = 368.5 GHz.

For J = 2, k = 5 and D = 5b − λ/5 = 204.232 GHz. The upper state contains N = 1 with weight

w = ½(1 − D/R) = ½(1 − 204.232/212.390) = 0.0192.

The J = 1 state is pure N = 1, and S conserves N. Both transitions therefore act through the N = 1 component of the J = 2 state, whose weight is w in the upper state and 1 − w in the lower. The ratio of squared matrix elements is

w/(1 − w) = 0.0192/0.9808 = 0.0196.

The matrix element is small but not zero, and it vanishes with λ. The absorption is not small. It contains ν times the population difference, which is about ν² when hν ≪ k_BT, and (368.5/56.26)² × 0.0196 = 0.84. The level populations at 300 K reduce this ratio to 0.81. The mixing also allows the ΔJ = 0 line between the two J = 2 levels at 2R = 424.78 GHz, which at 300 K absorbs about 9 times as much as ν₊(1).

Computed values

```
Input B = 43.100 GHz
Input lambda = 59.501 GHz
Input gamma = -0.253 GHz
b = B - gamma/2 = 43.2265 GHz
Largest level error, formula against diagonalization = 7.3e-12 (GHz for O2, model units otherwise)
Energy N=1, J=0: 7.371 GHz
Energy N=1, J=1: 126.120 GHz
Energy N=1, J=2: 69.856 GHz
Energy N=3, J=2: 494.636 GHz
Energy N=3, J=3: 557.120 GHz
Energy N=3, J=4: 498.674 GHz
J=2 half diagonal difference D = 204.232 GHz
J=2 coupling of N=1 and N=3 = 58.299 GHz
J=2 half splitting R = 212.390 GHz
Minor N weight in each J=2 state = 0.0192
Isolated line N=1, J=1-0 = 118.749 GHz
Isolated line rounded = 118.75 GHz
Isolated line in wavenumbers = 3.9610 cm^-1
Same line with the wrong positive root = 86.200 GHz
Lines: nu_plus (J=N to N+1), nu_minus (J=N to N-1)
N= 1: nu_plus = 56.265 GHz, nu_minus = 118.749 GHz
N= 3: nu_plus = 58.446 GHz, nu_minus = 62.484 GHz
N= 5: nu_plus = 59.590 GHz, nu_minus = 60.303 GHz
N= 7: nu_plus = 60.433 GHz, nu_minus = 59.159 GHz
N= 9: nu_plus = 61.147 GHz, nu_minus = 58.316 GHz
N=11: nu_plus = 61.795 GHz, nu_minus = 57.602 GHz
N=13: nu_plus = 62.403 GHz, nu_minus = 56.954 GHz
N=15: nu_plus = 62.987 GHz, nu_minus = 56.346 GHz
N=17: nu_plus = 63.554 GHz, nu_minus = 55.762 GHz
N=19: nu_plus = 64.109 GHz, nu_minus = 55.195 GHz
N=21: nu_plus = 64.655 GHz, nu_minus = 54.640 GHz
N=23: nu_plus = 65.194 GHz, nu_minus = 54.094 GHz
N=25: nu_plus = 65.729 GHz, nu_minus = 53.555 GHz
Band without isolated line, lowest = 53.555 GHz
Band without isolated line, highest = 65.729 GHz
Mean of these 25 lines = 59.629 GHz
N=25 nu_plus with gamma=0 = 59.153 GHz
N=25 nu_minus with gamma=0 = 59.877 GHz
N=1 nu_plus with B used for b = 56.289 GHz
Error from using B for b = 0.0244 GHz
Weak line N=1,J=1 to N=3,J=2 = 368.516 GHz
Squared matrix element, weak line / N=1 nu_plus = 0.0196
Temperature = 300 K; kT/h = 6251.0 GHz
Most populated odd N = 9
Population N=25 / most populated N = 0.056
```
